Why medium-energy ion scattering can resolve the outermost atomic layer

**Question.** Protons of about 100 keV are scattered back from a solid and their energies are measured. Adjacent atomic layers are only a couple of angstroms apart. How can an energy spectrum tell one layer from the next, and how far below the surface does this work?

**Answer.** A proton scattered from a deeper layer travels farther through the solid and loses more energy. Depth is therefore written on an energy scale. Three quantities fix the scale and its sharpness at the surface: the stopping power, the path length and the analyser resolution. A fourth, the random spread of the energy loss, decides what happens below the surface.

**From depth to energy**

Let the proton enter at angle a and leave at angle b, both measured from the surface normal, with both paths in one plane and on opposite sides of the normal. The scattering angle is θ = π − a − b. Each proton makes one hard elastic collision with a target atom and otherwise moves in straight lines.

Let r be the ratio of target mass to proton mass, and y the ratio of the proton's final to initial momentum in the hard collision. In units of the initial momentum, the recoil momentum squared is 1 + y² − 2y cos θ. Energy conservation gives

1 − y² = (1 + y² − 2y cos θ)/r.

Multiplying by r and collecting powers of y,

(1 + r)y² − 2y cos θ + 1 − r = 0.

For r > 1 the positive root is

y = [cos θ + √(r² − sin²θ)]/(1 + r).

The proton keeps the fraction K = y² of its energy.

Let S₀ be the mean energy loss per unit path at the beam energy E₀, and S₁ that at KE₀. A layer at depth x is reached after a path x/cos a, and the way out is x/cos b. The detected energy is

E(x) = K(E₀ − xS₀/cos a) − xS₁/cos b.

The incoming loss is multiplied by K because it occurs before the collision. Subtracting E(x) from the surface value KE₀ gives a shift xG, with

G = KS₀/cos a + S₁/cos b.

Two layers a distance d apart are thus separated by dG. A grazing exit makes 1/cos b large and amplifies the outgoing part alone. Treating S as constant along each path is justified here because the losses are a few hundred eV out of 100 000 eV.

**Where the stopping comes from**

The algebra from here on is in atomic units. The target is modelled as a uniform electron gas of density n, and the proton as a bare unit charge of speed v that perturbs it weakly. Its potential in a medium with dielectric function ε(k,ω) is

φ(r,t) = ∫ d³k/(2π)³ · 4π/[k² ε(k,k·v)] · exp[ik·(r − vt)].

Here r and v inside the exponent are vectors. The stopping power is minus the force along the motion, that is, the gradient of φ along v taken at the proton. With ω = k·v,

S = (1/v) ∫ d³k/(2π)³ · (4π/k²) · iω/ε(k,ω).

The real part of 1/ε is even in ω, so its contribution cancels between ω and −ω. The imaginary part is odd and survives, since i·i Im(1/ε) = Im(−1/ε). Using d³k = 2πk dk dω/v and folding negative ω onto positive ω,

S = (2/πv²) ∫ dk/k ∫₀^{kv} ω Im(−1/ε) dω.

For the response I take a single undamped excitation at each k:

1/ε = 1 + ωₚ²/[(ω + i0)² − ωₖ²], ωₖ² = ωₚ² + k⁴/4, ωₚ² = 4πn.

At small k this is a plasmon; at large k it is the recoil energy k²/2 of a free electron. For ω > 0,

Im(−1/ε) = (πωₚ²/2ωₖ) δ(ω − ωₖ).

The ω integral then gives πωₚ²/2 whenever ωₖ < kv, and zero otherwise. The limits solve k⁴/4 − v²k² + ωₚ² = 0:

k±² = 2[v² ± √(v⁴ − ωₚ²)].

Hence

S = (ωₚ²/v²) ln(k₊/k₋).

The product of the roots gives k₊k₋ = 2ωₚ. For v² ≫ ωₚ, k₊ ≈ 2v, and the logarithm becomes L = ln(2v²/ωₚ). Slower protons then lose more energy per unit path, because 1/v² changes faster than L. The model gives no stopping for v² < ωₚ, so it must not be used for slow ions.

**Why medium energy**

An electrostatic analyser has a passband proportional to the energy it transmits: scaling all voltages with the ion energy leaves the trajectories unchanged. Its full width at half maximum (FWHM) is therefore ρKE₀, with ρ a fixed fraction. The ratio of this width to the layer step is

R = ρKE₀/(dG).

At fixed angles, if S₀ and S₁ change by the same factor with energy, R is proportional to E₀/S and

d ln R/d ln E₀ = 1 − d ln S/d ln E₀.

In the fast-proton limit S ∝ L/E₀, so d ln S/d ln E₀ = −1 + 1/L and the slope of R is 2 − 1/L. In this limit, lowering the beam energy helps twice: the analyser window narrows and the layer step grows. Near the stopping maximum only the first gain remains.

The stopping maximum is not the point of best resolution for such an analyser. There d ln S/d ln E₀ = 0, and R still falls as the energy is lowered. If S were proportional to speed below the maximum, the slope would still be 1/2. A detector whose width in eV is fixed, by contrast, resolves depth best where G is largest. This argument concerns energy resolution alone; neutralisation and multiple scattering are outside the model.

**The spread of the energy loss**

Energy is lost in separate quanta, so equal paths do not give equal losses. In the stopping integral each excitation carries energy ωₖ. Dividing by that energy gives the number of excitations per unit path,

μ(ω) dω = (ωₚ²/v²)(1/ωₖ) dk/k.

Differentiating ω² = ωₚ² + k⁴/4 gives 2ω dω = k³ dk. Since k⁴ = 4(ω² − ωₚ²),

dk/k = ω dω/[2(ω² − ωₚ²)],

μ(ω) = ωₚ²/[2v²(ω² − ωₚ²)], for k₋v < ω < k₊v.

If excitations occur independently, the number in a small energy interval is Poisson distributed, with variance equal to its mean. Each contributes ω to the loss, so the variance per unit path is W = ∫ω²μ dω. Writing ω²/(ω² − ωₚ²) = 1 + ωₚ²/(ω² − ωₚ²) and integrating,

W = (ωₚ²/2v²){ω₊ − ω₋ + (ωₚ/2)[ℓ(ω₊) − ℓ(ω₋)]},

where ω± = k±v and ℓ(ω) = ln[(ω − ωₚ)/(ω + ωₚ)]. At high speed ω₊ → 2v² dominates the bracket and W → ωₚ² = 4πn, the Bohr value.

The incoming loss is scaled by K, so its variance is scaled by K². The variance at depth x is xH, with

H = K²W₀/cos a + W₁/cos b.

If σ_A is the standard deviation of the analyser, a Gaussian estimate of the depth FWHM is

Δx = 2.355 √(σ_A² + xH)/G.

The analyser part falls as 1/G. For the other part, let K ≈ 1 and let S and W be nearly equal on both paths. Then H ≈ (W/S)G, and

√(xH)/G ≈ √[xW/(SG)].

Grazing exit thus reduces the straggling part only as 1/√G: the longer path amplifies the random loss along with the mean loss.

**A numerical case**

Take round model parameters: 100 keV protons at normal incidence, exit at 75°, target mass 100 u, layer spacing 2 Å and ρ = 0.1 percent. The electron gas has one electron per sphere of radius 1.5 bohr, so ωₚ² = 3/1.5³ and the plasma energy is 25.7 eV. The proton speed is 2.00 atomic units.

This speed is not large beside the Fermi speed of the electrons, 1.28 atomic units, and the model ignores their motion. Including it through the Lindhard response of the same gas lowers the stopping power by about 15 percent, and almost fills the valley found below between the first two layers at 75° exit; at 80° a clear valley remains. Nor is the proton a clearly weak perturbation at this speed. The hard collision is also taken as purely elastic, so no excitation of inner electrons broadens the surface peak. All target atoms have the same mass. Since 1 − K is nearly proportional to 1/r, one mass unit near 100 u moves the surface peak by about 25 eV. A natural mixture of isotopes can therefore broaden the peak as much as the analyser does, and can remove the valley found below between the first two layers. The numbers below therefore illustrate the model and are not predictions for a particular metal.

The scattering angle is 105° and K = 0.975. The stopping powers are 24.3 eV/Å inward and 24.6 eV/Å outward, and the exit path factor is 1/cos 75° = 3.86. One layer spacing contributes

incoming: 2 × 0.975 × 24.3 ≈ 47 eV,

outgoing: 2 × 24.6 × 3.86 ≈ 190 eV.

The step is 237 eV (8.72 hartree), and four fifths of it comes from the way out. The analyser FWHM is 0.001 × 97 496 ≈ 97 eV, so the step is 2.4 times the analyser width. At the surface, with G = 119 eV/Å, the depth resolution is 97.5/118.6 = 0.82 Å (1.55 bohr).

The straggling rate W is close to 1480 eV²/Å on both paths, about 19 percent above the Bohr value. The excess comes from the logarithmic term in W, which is not yet negligible at this speed; without it, W would lie below the Bohr value, because ω₊ − ω₋ is less than 2v². With H = 7150 eV²/Å and σ_A = 41.4 eV, straggling equals the analyser spread at

x = σ_A²/H = 41.4²/7150 ≈ 0.24 Å.

This is well short of the second layer. There the straggling is √(2 × 7150) ≈ 120 eV, the total standard deviation is 127 eV, and the Gaussian depth FWHM has risen to 2.5 Å (4.7 bohr). For the third and fourth layers it is 3.5 and 4.2 Å.

**When are two layers resolved?**

I call two layers resolved if the sum of their spectra, taken with equal areas, has a valley. For two equal Gaussians of standard deviation σ and separation D, the curvature at the midpoint has the sign of (D/2)² − σ². A valley therefore requires D > 2σ.

The real peaks are neither equal nor Gaussian, so the full loss distribution is needed. A Poisson number of quanta ω with mean λ has the characteristic function exp[λ(e^{iωt} − 1)]. Multiplying such factors for all quanta on both paths, and the analyser's Gaussian factor, gives

χ(t) = exp{−σ_A²t²/2 + (x/cos a)∫μ₀(ω)(e^{iKωt} − 1)dω + (x/cos b)∫μ₁(ω)(e^{iωt} − 1)dω}.

Here μ₀ and μ₁ belong to the incoming and outgoing energies. A numerical Fourier transform on a grid of 0.25 eV turns χ into the spectrum. For the second layer the mean loss is 237 eV but the most probable loss is about 192 eV. The distribution is skewed because its third central moment, a sum of positive terms ω³μ, is positive: infrequent large losses form a tail. The FWHM is 276 eV, against 298 eV from the Gaussian estimate.

For layers 1 and 2, the valley height is 0.81 of the lower peak. They are resolved, though the dip is shallow. This is possible although the second layer's depth width exceeds the spacing, because the surface peak is much narrower. For layers 2 and 3, and for 3 and 4, there is no valley.

Removing straggling from layers 2 and 3 identifies the cause. Both peaks then have the analyser's width, and the valley ratio is

2 exp[−(237/2)²/(2 × 41.4²)] ≈ 0.03.

The analyser could separate these layers easily; the random energy loss prevents it.

These ratios describe two layers at a time. The first pair corresponds to a film two layers thick whose atoms can be told from the substrate by mass. In a thicker film of one element, the third layer adds few counts at the dip between the first two peaks but many more at higher losses, where its broad peak overlaps the second. If all layers contribute equal areas, the surface peak still stands apart, but the next maximum is a blend of deeper layers and its position no longer marks the second layer alone. Counting noise, roughness and thermal motion would make separation harder. In a single crystal, surface atoms also shadow the atoms beneath them and block some exit paths, so the layer areas are generally not equal.

**Removing one advantage at a time**

Each change below starts from the same case and removes the valley between layers 1 and 2.

- With a 1 percent analyser, the step remains 237 eV but the analyser FWHM is 975 eV.
- With exit at 30°, the step falls to 104 eV, while the analyser FWHM is 96 eV.
- With an electron radius of 3 bohr, weaker stopping reduces the step to 44 eV, against 97 eV.
- With a 400 keV beam, the step is 99 eV and the analyser FWHM is 390 eV. The ratio R rises from 0.41 to 3.9, nearly tenfold for a fourfold increase in energy.

The 30° case shows why comparing the step with the analyser width is not enough. Without straggling, the condition D > 2σ would read 104 > 82 eV, and a valley would exist. Straggling in the second layer removes it.

**The limit of grazing exit**

An analyser accepts a range of exit angles, and b affects both K and the path. Differentiating y gives dy/dθ = −y sin θ/√(r² − sin²θ). Since K = y² and dθ = −db at fixed a,

dK/db = 2K sin θ/√(r² − sin²θ).

With the stopping powers held fixed,

dE/db = (dK/db)(E₀ − xS₀/cos a) − xS₁ sin b/cos²b.

The terms have opposite signs: a larger b means a smaller scattering angle and less recoil loss, but a longer way out. Across an acceptance of 0.3°, the surface signal shifts by 9.9 eV. For the second layer the shift is 9.9 − 3.7 = 6.2 eV. Both are small beside the analyser's 97 eV.

Closer to grazing this changes. The path term grows as 1/cos²b, whereas the layer step grows only as 1/cos b. Their ratio grows as tan b, so a finite acceptance eventually spoils the gain from a longer path. Surface roughness, absent here, would also make the path length uncertain.

In this model, then, the surface layer stands apart because a strong energy loss, stretched by the exit path, is read by an analyser with a narrow window. At 75° exit the next layers merge because the random spread of the loss accumulated by the second layer is already too large for the step to the third. A longer exit path increases this spread too, but it increases the step by a larger factor, so the depth reached depends on the geometry. In the same model layers 2 and 3 show a faint valley (0.93) at 85° and a clear one (0.58) at 87°, where roughness and multiple scattering, absent here, matter most.

All numerical values are calculated from the stated model.
